# Heat of a memory write pulse compared with the Landauer bound

**Data and conventions.** A magnetic memory cell is written by a rectangular current pulse of height $I=50\ \mu\mathrm{A}$ and duration $t=5$ ns. The current path is modelled as a constant resistance $R=5\ \mathrm{k\Omega}$, and the surroundings are at $T=300$ K. SI units are used. Boltzmann's constant is $k=1.380649\times10^{-23}$ J/K and $e$ is the elementary charge. Heat is counted as positive when it enters the surroundings. Losses in drivers and wires outside $R$ are not included.

## Part (a): the pulse

**Question.** Derive the heat released in a resistance by a current $I(t')$, and show that the given pulse dissipates 62.5 fJ.

**Model answer.** A charge $dq$ that falls through a voltage $V$ loses electrical energy $V\,dq$. In a resistor the carriers pass this energy on as heat. During $dt'$ the charge is $dq=I\,dt'$, and Ohm's law gives $V=IR$, so

$$
dE=V\,dq=(IR)(I\,dt')=I^2R\,dt',\qquad E=R\int I^2(t')\,dt'.
$$

For a rectangular pulse $I$ is constant, and the integral is $I^2t$. The numbers are

$$
V=(50\times10^{-6}\ \mathrm{A})(5\times10^{3}\ \Omega)=0.25\ \mathrm{V},
$$

$$
P=VI=(0.25\ \mathrm{V})(50\times10^{-6}\ \mathrm{A})=12.5\ \mu\mathrm{W},
$$

$$
E=Pt=(12.5\times10^{-6}\ \mathrm{W})(5\times10^{-9}\ \mathrm{s})
=6.25\times10^{-14}\ \mathrm{J}=62.5\ \mathrm{fJ}.
$$

The result can be checked against the energy of an electric field. Let a capacitor $C=1$ nF, charged to $V=0.25$ V, drive the current through $R$. Its voltage decays as $e^{-t/RC}$, so with $x=t/RC$ it loses

$$
\tfrac12CV^2\left(1-e^{-2x}\right)\approx\tfrac12CV^2(2x-2x^2)
=\frac{V^2t}{R}(1-x).
$$

Here $RC=5\ \mu$s and $x=0.001$. The loss should therefore lie 0.1% below the constant-current heat, and the numerical output gives 62.44 fJ.

The resistance of a real magnetic cell can change when the cell switches. If it changes from $R_1$ to $R_2$ at time $t_s$ while the current is held constant, the same integral gives $E=I^2[R_1t_s+R_2(t-t_s)]$. The value 62.5 fJ belongs to the constant-resistance model.

## Part (b): finite edges

**Question.** The current now rises and falls linearly, each edge lasting $r=1$ ns. The height is unchanged, and the full width at half height is still $t=5$ ns. Find the heat and the charge passed.

**Model answer.** The half-height points lie $r/2$ inside each edge. The width $t$ therefore consists of the flat part and two pieces of length $r/2$, so the flat part lasts $t-r$. This requires $r\le t$. On the rising edge the current is $Is/r$ at time $s$ after the start, and the edge contributes

$$
R\int_0^r\left(\frac{Is}{r}\right)^2ds
=\frac{I^2R}{r^2}\,\frac{r^3}{3}=\frac{I^2Rr}{3}.
$$

The falling edge contributes the same amount. Adding the flat part gives

$$
E=I^2R\left[(t-r)+\frac{2r}{3}\right]=I^2R\left(t-\frac r3\right).
$$

With the given values, $E=12.5\ \mu\mathrm{W}\times(5-\tfrac13)\ \mathrm{ns}=58.3$ fJ. For $r\to0$ the rectangular result returns.

Each edge carries the charge $Ir/2$, so the total charge is $I(t-r)+Ir=It=250$ fC, as for the rectangular pulse. The heat differs because it depends on the square of the current: charge carried at a lower current falls through a lower voltage.

## Part (c): the least heat of erasure

**Question.** A bit has two states with energies $\varepsilon_i$ and probabilities $p_i$. An operator may move the energies, and the bit may exchange heat with a bath at temperature $T$. Initially the two states are equally probable; at the end the bit is certainly in one chosen state. Show that the mean heat given to the bath is at least $kT\ln2$, and evaluate this bound.

**Model answer.** The entropy of the bit is $S(p)=-k\sum_ip_i\ln p_i$, with $0\ln0=0$. Initially

$$
S_{\rm i}=-k\left(\tfrac12\ln\tfrac12+\tfrac12\ln\tfrac12\right)=k\ln2,
$$

and after a perfect reset $S_{\rm f}=0$.

Any protocol can be built from two kinds of step. If the levels move while the bit touches the bath, the process is the limit of many short steps of the two kinds taken in turn, so a bound that holds for every such sequence holds for it too. When the levels move at fixed probabilities, the energy change is work; no heat flows and $S$ is unchanged. When the levels are fixed and the bit touches the bath, no work is done. If the probabilities then change from $p$ to $p'$, the heat given out is the drop in mean energy,

$$
Q=\sum_i(p_i-p_i')\varepsilon_i.
$$

*Heat in terms of entropy.* The equilibrium probabilities are $\pi_i=e^{-\varepsilon_i/kT}/Z$, where $Z$ is the normalizing sum. Taking the logarithm gives $\varepsilon_i=-kT\ln\pi_i-kT\ln Z$. The term with $\ln Z$ drops out of $Q$ because $\sum_i(p_i-p_i')=1-1=0$. Hence

$$
Q=-kT\sum_ip_i\ln\pi_i+kT\sum_ip_i'\ln\pi_i.
$$

Define the distance from equilibrium

$$
D(p)=\sum_ip_i\ln\frac{p_i}{\pi_i}
=-\frac{S(p)}k-\sum_ip_i\ln\pi_i .
$$

Thus $-\sum_ip_i\ln\pi_i=D(p)+S(p)/k$, and likewise for $p'$. Substitution gives

$$
Q=T[S(p)-S(p')]+kT[D(p)-D(p')].
$$

*The last bracket is not negative.* First, $D\ge0$. Since $\ln y\le y-1$,

$$
-D(p)=\sum_{p_i>0}p_i\ln\frac{\pi_i}{p_i}
\le\sum_{p_i>0}(\pi_i-p_i)\le1-1=0.
$$

Next, let the bath drive transitions $0\to1$ at a constant rate $u$ and $1\to0$ at a constant rate $w$. Their ratio must be $u/w=\pi_1/\pi_0$, so that the bath leaves the equilibrium probabilities unchanged. Then

$$
\frac{dp_1}{dt'}=u(1-p_1)-w\,p_1=-(u+w)(p_1-\pi_1),\qquad
\pi_1=\frac{u}{u+w}.
$$

The difference $p_1-\pi_1$ decays exponentially. After a contact of duration $\tau$,

$$
p_i'=(1-a)p_i+a\pi_i,\qquad a=1-e^{-(u+w)\tau},\qquad 0\le a\le1.
$$

The function $f(y)=y\ln y$ is convex, since $f''(y)=1/y>0$, and $f(1)=0$. Because $D(p)=\sum_i\pi_if(p_i/\pi_i)$,

$$
D(p')=\sum_i\pi_i f\!\left((1-a)\frac{p_i}{\pi_i}+a\right)
\le(1-a)D(p)\le D(p).
$$

Every contact therefore obeys $Q\ge T[S(p)-S(p')]$. In the sum over all contacts the intermediate entropies cancel, because the level movements between contacts leave $S$ unchanged:

$$
Q_{\rm total}\ge T(S_{\rm i}-S_{\rm f})=kT\ln2.
$$

At 300 K,

$$
kT\ln2=(4.1419\times10^{-21}\ \mathrm{J})(0.693147)
=2.871\times10^{-21}\ \mathrm{J}=17.92\ \mathrm{meV}.
$$

This is the Landauer bound. The general inequality $Q_{\rm total}\ge T(S_{\rm i}-S_{\rm f})$ was also tested on 2000 random protocols with random initial probabilities and incomplete relaxation, and it held in each.

Two other cases show what the bound refers to. If the old value is known and the operation may depend on it, then $S_{\rm i}=0$, and the argument sets no positive minimum for a perfect write. If a random bit is reset with error probability $\eta$, the final entropy is not zero and the bound becomes

$$
Q_{\rm total}\ge kT\left[\ln2+\eta\ln\eta+(1-\eta)\ln(1-\eta)\right].
$$

It vanishes at $\eta=\tfrac12$, where nothing has been reset.

## Part (d): approaching the bound

**Question.** Show that a sufficiently slow reset can approach $kT\ln2$, and estimate the extra heat when the reset is made in finite steps.

**Model answer.** Start with equal energies and raise the energy of state 1 to $\varepsilon=xkT$, so slowly that the bit stays in equilibrium. Its occupation is then $p(x)=1/(1+e^x)$. A change $dp$ gives the bath the heat $-\varepsilon\,dp$. Integration by parts yields

$$
\frac{Q}{kT}=-\int x\,dp=-\Big[xp\Big]_0^\infty+\int_0^\infty p\,dx .
$$

The boundary term vanishes: $x=0$ at the lower end, and $p$ falls exponentially at the upper end. Therefore

$$
\frac{Q}{kT}=\int_0^\infty\frac{e^{-x}}{1+e^{-x}}\,dx
=\Big[-\ln(1+e^{-x})\Big]_0^\infty=\ln2.
$$

State 1 is now empty. With the bath disconnected, its energy can be returned to zero without heat.

Now raise the gap in $N$ equal steps $\delta$ (in units of $kT$), with full relaxation after each. With $x_n=n\delta$ and $p_n=p(x_n)$,

$$
\frac{Q}{kT}=\sum_{n=1}^{N}x_n(p_{n-1}-p_n)
=\delta\sum_{n=0}^{N-1}p_n-x_Np_N.
$$

The second form follows by collecting the coefficient of each $p_n$, which is $x_{n+1}-x_n=\delta$ for $n<N$. The last term is negligible for a large final gap. The sum uses the left-hand height of each interval. It exceeds the trapezoidal sum by

$$
\frac\delta2\sum_{n=1}^{N}(p_{n-1}-p_n)=\frac\delta2\left(\tfrac12-p_N\right)\approx\frac\delta4 .
$$

The trapezoidal sum itself differs from the integral by terms of order $\delta^2$. To leading order the extra heat is thus $kT\delta/4$.

For a final gap of $30kT$, the computed heats for 10, 100 and 1000 steps are 2.38, 1.11 and 1.011 times $kT\ln2$. In the last case $\delta=0.03$, and the estimate $0.0075/0.693=0.011$ accounts for the excess. With 10 steps $\delta=3$, which is too large for the leading-order estimate.

## Part (e): the comparison

**Question.** Compare the heat of the rectangular pulse with the Landauer bound, and explain the size of the ratio.

**Model answer.** Dividing the two results gives

$$
\frac{E}{kT\ln2}=\frac{6.25\times10^{-14}\ \mathrm{J}}{2.871\times10^{-21}\ \mathrm{J}}
\approx2.18\times10^7.
$$

The pulse releases about 22 million times the least heat needed to erase one random bit, a difference of more than seven powers of ten. To see where the factor comes from, write $E=VIt$ and insert $e/e$:

$$
\frac{E}{kT\ln2}=\frac{It}{e}\,\frac{eV}{kT\ln2}.
$$

The first factor is the number of electrons passed, $1.56\times10^6$. The second compares the energy released per electron, 250 meV, with 17.92 meV, and equals 13.95. A single electron falling through 0.25 V already releases about 14 times the bound, and the pulse sends more than a million of them.

The two energies answer different questions. The pulse heat follows from the chosen current, resistance and duration, and it is the same in this model whether or not the old bit was known. The bound follows from the entropy removed from a random bit and contains no property of the circuit. Their ratio shows that the second law leaves room for a much smaller write energy. It does not show that this cell could be written with less: at fixed $R$ and $t$, half the current would give a quarter of the heat, but whether the magnetization would still switch is a question of magnetic dynamics, which this calculation does not treat.

## Computed values

```
current: 50.0 uA
resistance: 5.0 kohm
pulse duration: 5.0 ns
temperature: 300.0 K
voltage: 0.250 V
power: 12.50 uW
pulse heat: 62.50 fJ
pulse heat: 6.250e-14 J
Boltzmann constant: 1.380649e-23 J/K
k T: 4.1419e-21 J
ln 2: 0.693147
k T ln 2: 2.8710e-21 J
k T ln 2: 17.919 meV
pulse heat / (k T ln 2): 2.1770e+07
log10 of this ratio: 7.338
charge passed: 250.0 fC
electrons passed: 1.5604e+06
energy released per electron: 250.0 meV
energy per electron / (k T ln 2): 13.951
test capacitor: 1.0 nF
field energy lost by capacitor: 62.438 fJ
Joule heat in capacitor test: 62.438 fJ
edge length of edged pulse: 1.0 ns
heat of edged pulse: 58.33 fJ
largest gap in stepwise reset: 30 k T
reset heat, 10 steps: 2.3806 k T ln 2
reset heat, 100 steps: 1.1109 k T ln 2
reset heat, 1000 steps: 1.0108 k T ln 2
reset heat, 100000 steps: 1.00011 k T ln 2
smallest margin, 2000 random protocols: 3.84e-09 k T
ratio from simulated heats: 2.1745e+07
```
